# The $l$-lowering operator for hydrogen radial functions and its norm factor: verification in Python

```python
# Result under test (Hartree atomic units, fixed point nucleus of charge Z):
# u_nl(r) = r R_nl(r), normalised on (0, inf), positive near r = 0,
# H_l = -1/2 d2/dr2 + l(l+1)/(2 r^2) - Z/r,
# A_l = d/dr + l/r - Z/l (lowers l),  A_l^+ = -d/dr + l/r - Z/l (raises l).
# Claim: A_l u_nl = c_nl u_{n,l-1},  c_nl = Z sqrt(n^2 - l^2)/(n l).
# The chain 3d -> 3p -> 3s is built and checked against exact integrals, the
# Laguerre closed form, quadrature and finite-difference diagonalisation.
import numpy as np
import sympy as sp
from sympy.physics.hydrogen import R_nl
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants, alpha

r, Z, ell = sp.symbols('r Z ell', positive=True)
HARTREE_EV = physical_constants['Hartree energy in eV'][0]
lower = lambda u, l: sp.diff(u, r) + (l / r - Z / l) * u
rise = lambda u, l: -sp.diff(u, r) + (l / r - Z / l) * u
ham = lambda u, l: -sp.diff(u, r, 2) / 2 + (l * (l + 1) / (2 * r**2) - Z / r) * u
c_formula = lambda n, l: Z * sp.sqrt(n**2 - l**2) / (n * l)
is_zero = lambda e: sp.simplify(sp.expand(e)) == 0
S = sp.Integer

# operator identities on an arbitrary function, symbolic l
f = sp.Function('f')(r)
assert is_zero(rise(lower(f, ell), ell) - 2 * ham(f, ell) - Z**2 / ell**2 * f)
assert is_zero(lower(rise(f, ell), ell) - 2 * ham(f, ell - 1) - Z**2 / ell**2 * f)
assert is_zero(ham(lower(f, ell), ell - 1) - lower(ham(f, ell), ell))
assert is_zero(lower(r * f, ell) / r - sp.diff(f, r) - ((ell + 1) / r - Z / ell) * f)

# partial integration with a non-zero boundary term on [0.5, 2]
tf, tg = sp.cos(r), sp.exp(-r) * (1 + r**2)
defect = sp.lambdify(r, (tf * lower(tg, S(2)) - rise(tf, S(2)) * tg).subs(Z, 1))
edge = float((tf * tg).subs(r, 2) - (tf * tg).subs(r, 0.5))
assert abs(edge) > 0.1 and abs(quad(defect, 0.5, 2)[0] - edge) < 1e-10

e3 = sp.exp(-Z * r / 3)
poly3 = lambda u: sp.expand(u / e3)
def moment_terms(p):
    # terms of the integral of p(r) exp(-2 Z r/3) over (0, inf), rising power
    return [c * sp.factorial(k) / (2 * Z / 3)**(k + 1)
            for (k,), c in sorted(sp.Poly(sp.expand(p), r).terms(), key=lambda t: t[0])]
overlap3 = lambda a, b: sp.simplify(sum(moment_terms(poly3(a) * poly3(b))))

# chain: every norm comes from the integral, then meets the formula
N3d = sp.simplify(1 / sp.sqrt(overlap3(r**3 * e3, r**3 * e3)))
u3d = N3d * r**3 * e3
assert is_zero(rise(u3d, S(3)))
w3p = lower(u3d, S(2)); c32 = sp.sqrt(overlap3(w3p, w3p)); u3p = w3p / c32
w3s = lower(u3p, S(1)); c31 = sp.sqrt(overlap3(w3s, w3s)); u3s = w3s / c31
assert is_zero(c32 - c_formula(3, 2)) and is_zero(c31 - c_formula(3, 1))
chain = {2: u3d, 1: u3p, 0: u3s}
for l, u in chain.items():
    assert is_zero(poly3(ham(u, S(l)) + Z**2 / 18 * u))
    assert is_zero(poly3(u - r * R_nl(3, l, r, Z)))
    assert is_zero(poly3(u - sp.sqrt(Z) * u.subs(Z, 1).subs(r, Z * r)))
assert is_zero(poly3(rise(u3p, S(2)) - c32 * u3d))
assert is_zero(poly3(rise(u3s, S(1)) - c31 * u3p))
for u, w, l in ((u3d, w3p, 2), (u3p, w3s, 1)):
    assert is_zero(poly3(w).coeff(r, l) - (2 * l + 1) * poly3(u).coeff(r, l + 1))
    assert all(poly3(w).coeff(r, k) == 0 for k in range(-1, l))
# wrong constant Z/n in place of Z/l
wrong = sp.diff(u3d, r) + (2 / r - Z / 3) * u3d
cos_wrong = float(sp.simplify(overlap3(wrong, u3p) / sp.sqrt(overlap3(wrong, wrong))))
assert abs(cos_wrong) < 0.99

# quadrature on Laguerre functions, n <= 6
quad_norm, worst = {}, 0.0
for zv in (1, 24):
    for n in range(2, 7):
        for l in range(1, n):
            w = sp.lambdify(r, sp.expand(lower(r * R_nl(n, l, r, Z), S(l)).subs(Z, zv)))
            v = sp.lambdify(r, sp.expand(r * R_nl(n, l - 1, r, zv)))
            opts = dict(epsabs=1e-12, epsrel=1e-11, limit=400, points=[n / zv, 10 * n / zv])
            nrm = np.sqrt(quad(lambda x: w(x)**2, 0, 60 * n / zv, **opts)[0])
            ovl = quad(lambda x: w(x) * v(x), 0, 60 * n / zv, **opts)[0]
            cf = float(c_formula(n, l).subs(Z, zv))
            worst = max(worst, abs(nrm / cf - 1), abs(ovl / cf - 1))
            quad_norm[zv, n, l] = nrm
assert worst < 1e-8
ratio_4d = quad_norm[1, 4, 2] / quad_norm[1, 3, 2]
assert abs(ratio_4d - 1) > 0.1

# finite differences; tolerances reflect the O(h^2) error at Z h = 0.01
nodes = {l: sorted(float(x) for x in sp.Poly(sp.expand(poly3(chain[l]).subs(Z, 1)
         / r**(l + 1)), r).nroots()) for l in (0, 1)}
nodes[2] = []
assert np.allclose(nodes[0], [(9 - 3 * np.sqrt(3)) / 2, (9 + 3 * np.sqrt(3)) / 2])
assert np.allclose(nodes[1], [6])
fd_c, fd_E = {}, {}
for zv in (1, 24):
    h = 0.01 / zv
    x = h * np.arange(1, 8000)
    vec = {}
    for l in (0, 1, 2):
        val, v = eigh_tridiagonal(1 / h**2 + l * (l + 1) / (2 * x**2) - zv / x,
                                  -0.5 / h**2 * np.ones(len(x) - 1),
                                  select='i', select_range=(2 - l, 2 - l))
        v = v[:, 0] / np.sqrt(h); v = v * np.sign(v[50]); vec[l] = v
        fd_E[zv, l] = val[0]
        assert abs(val[0] / zv**2 + 1 / 18) < 1e-4
        exact = sp.lambdify(r, sp.expand(chain[l].subs(Z, zv)))(x)
        assert np.sqrt(h * np.sum((v - exact)**2)) < 1e-3
        i = 10 + np.where(v[10:4000] * v[11:4001] < 0)[0]
        found = (x[i] - v[i] * h / (v[i + 1] - v[i])) * zv
        assert len(found) == 2 - l and np.allclose(found, nodes[l], atol=2e-3)
    for l in (2, 1):
        pad = np.concatenate(([0.0], vec[l], [0.0]))
        w = (pad[2:] - pad[:-2]) / (2 * h) + (l / x - zv / l) * vec[l]
        fd_c[zv, l] = np.sqrt(h * np.sum(w**2))
        cf = float(c_formula(3, l).subs(Z, zv))
        assert abs(fd_c[zv, l] / cf - 1) < 1e-3
        assert np.sqrt(h * np.sum((w / cf - vec[l - 1])**2)) < 1e-3

num = lambda e, zv=1: float(e.subs(Z, zv))
print("Hydrogen, Z = 1, n = 3; functions are polynomial * exp(-r/3), bohr^-1/2")
print(f"N(3d) = {N3d.subs(Z, 1)} = {num(N3d):.7f} bohr^-7/2")
print(f"N^2 = {N3d.subs(Z, 1)**2} bohr^-7")
for name, u in (("A2 u3d", w3p), ("u3p", u3p), ("A1 u3p", w3s), ("u3s", u3s)):
    print(f"{name} polynomial = {sp.factor(poly3(u).subs(Z, 1))}")
for name, w, p, l in (("3p", w3p, r**2 * (6 - r), 2),
                      ("3s", w3s, r * (27 - 18 * r + 2 * r**2), 1)):
    pref = sp.simplify(poly3(w).subs(Z, 1) / p)
    terms = [num(t) for t in moment_terms(p**2)]
    assert pref.is_number
    assert abs(float(pref)**2 * sum(terms) - num(c_formula(3, l))**2) < 1e-12
    print(f"{name}: prefactor of {p} in A u = {float(pref):.7f} a.u.")
    print(f"{name}: prefactor squared = {float(pref)**2:.6e} a.u.")
    print(f"{name}: integral terms = {', '.join(f'{t:.3f}' for t in terms)} a.u.")
    print(f"{name}: integral sum = {sum(terms):.3f} a.u.")
    print(f"{name}: prefactor after normalising = {float(pref) / num(c_formula(3, l)):.7f} a.u.")
print(f"c32^2 = {(c32**2).subs(Z, 1)} = {num(c32**2):.6f} bohr^-2")
print(f"c31^2 = {(c31**2).subs(Z, 1)} = {num(c31**2):.6f} bohr^-2")
print(f"c32*c31 = {num(c32 * c31):.6f} bohr^-2")
r0 = 3
print(f"spot check r = {r0} bohr: u3d = {num(u3d.subs(r, r0)):.6f} bohr^-1/2")
print(f"  u3d' = {num(sp.diff(u3d, r).subs(r, r0)):.6f} bohr^-3/2")
print(f"  2/r - 1/2 = {2 / r0 - 0.5:.6f} bohr^-1")
print(f"  A2 u3d = {num(w3p.subs(r, r0)):.6f} bohr^-3/2")
print(f"  u3p = {num(u3p.subs(r, r0)):.6f}, u3s = {num(u3s.subs(r, r0)):.6f} bohr^-1/2")
print(f"norm of (A2/c32) u4d = {ratio_4d:.6f} (c42 = {quad_norm[1, 4, 2]:.6f} bohr^-1)")
print(f"overlap with 3p if Z/n replaces Z/l = {cos_wrong:.6f}")
print(f"largest relative quadrature deviation, n <= 6: {worst:.1e}")
energy = sp.simplify(overlap3(u3s, ham(u3s, S(0))))
for zv, name in ((1, "H"), (24, "Cr23+")):
    print(f"--- {name}, Z = {zv}, non-relativistic ---")
    print(f"E(n=3) = {num(energy, zv):.6f} hartree = {num(energy, zv) * HARTREE_EV:.4f} eV")
    print("grid E(3s,3p,3d) = " + ", ".join(f"{fd_E[zv, l]:.6f}" for l in (0, 1, 2)) + " hartree")
    print(f"c32 exact {num(c32, zv):.6f}, quad {quad_norm[zv, 3, 2]:.6f}, grid {fd_c[zv, 2]:.5f} bohr^-1")
    print(f"c31 exact {num(c31, zv):.6f}, quad {quad_norm[zv, 3, 1]:.6f}, grid {fd_c[zv, 1]:.5f} bohr^-1")
    print(f"3p node = {nodes[1][0] / zv:.4f} bohr")
    print(f"3s nodes = {nodes[0][0] / zv:.4f}, {nodes[0][1] / zv:.4f} bohr")
    print(f"grid step = {0.01 / zv:.2e} bohr, box = {80 / zv:.3f} bohr")
    print(f"(Z alpha)^2 = {(zv * alpha)**2:.3e}")
print("PASS")
```

Output:

```
Hydrogen, Z = 1, n = 3; functions are polynomial * exp(-r/3), bohr^-1/2
N(3d) = 2*sqrt(30)/1215 = 0.0090160 bohr^-7/2
N^2 = 8/98415 bohr^-7
A2 u3d polynomial = -sqrt(30)*r**2*(r - 6)/729
u3p polynomial = -2*sqrt(6)*r**2*(r - 6)/243
A1 u3p polynomial = 4*sqrt(6)*r*(2*r**2 - 18*r + 27)/729
u3s polynomial = 2*sqrt(3)*r*(2*r**2 - 18*r + 27)/243
3p: prefactor of r**2*(6 - r) in A u = 0.0075133 a.u.
3p: prefactor squared = 5.645029e-05 a.u.
3p: integral terms = 6561.000, -16402.500, 12301.875 a.u.
3p: integral sum = 2460.375 a.u.
3p: prefactor after normalising = 0.0201604 a.u.
3s: prefactor of r*(2*r**2 - 18*r + 27) in A u = 0.0134403 a.u.
3s: prefactor squared = 1.806409e-04 a.u.
3s: integral terms = 4920.750, -29524.500, 78732.000, -98415.000, 49207.500 a.u.
3s: integral sum = 4920.750 a.u.
3s: prefactor after normalising = 0.0142556 a.u.
c32^2 = 5/36 = 0.138889 bohr^-2
c31^2 = 8/9 = 0.888889 bohr^-2
c32*c31 = 0.351364 bohr^-2
spot check r = 3 bohr: u3d = 0.089554 bohr^-1/2
  u3d' = 0.059702 bohr^-3/2
  2/r - 1/2 = 0.166667 bohr^-1
  A2 u3d = 0.074628 bohr^-3/2
  u3p = 0.200248, u3s = -0.141597 bohr^-1/2
norm of (A2/c32) u4d = 1.161895 (c42 = 0.433013 bohr^-1)
overlap with 3p if Z/n replaces Z/l = 0.912871
largest relative quadrature deviation, n <= 6: 1.2e-15
--- H, Z = 1, non-relativistic ---
E(n=3) = -0.055556 hartree = -1.5117 eV
grid E(3s,3p,3d) = -0.055555, -0.055556, -0.055556 hartree
c32 exact 0.372678, quad 0.372678, grid 0.37268 bohr^-1
c31 exact 0.942809, quad 0.942809, grid 0.94281 bohr^-1
3p node = 6.0000 bohr
3s nodes = 1.9019, 7.0981 bohr
grid step = 1.00e-02 bohr, box = 80.000 bohr
(Z alpha)^2 = 5.325e-05
--- Cr23+, Z = 24, non-relativistic ---
E(n=3) = -32.000000 hartree = -870.7644 eV
grid E(3s,3p,3d) = -31.999911, -32.000069, -32.000006 hartree
c32 exact 8.944272, quad 8.944272, grid 8.94427 bohr^-1
c31 exact 22.627417, quad 22.627417, grid 22.62740 bohr^-1
3p node = 0.2500 bohr
3s nodes = 0.0792, 0.2958 bohr
grid step = 4.17e-04 bohr, box = 3.333 bohr
(Z alpha)^2 = 3.067e-02
PASS
```
